# Source-drain partition of gate-to-channel tunnelling current in a MOS transistor

## Terminal currents of a leaking channel

Take a uniform resistive strip of length \(L\) and total resistance \(R\), hold both ends at zero potential, and feed a current \(i\) into it at a distance \(y\) from the left end. The current divides into \(i_S\), which leaves on the left, and \(i_D\), which leaves on the right. The feeding point has one potential, whichever side it is reached from, so
\[
i_S\,\frac{Ry}{L}=i_D\,\frac{R(L-y)}{L},\qquad i_S+i_D=i .
\]
The first equation gives \(i_D=i_S\,y/(L-y)\). Putting this into the second gives \(i_S\,L/(L-y)=i\), and therefore
\[
i_S=i\left(1-\frac yL\right),\qquad i_D=i\,\frac yL .
\]
The nearer end takes the larger share, as the nearer support of a loaded beam does. A current fed in a quarter of the way along leaves three quarters on the left and one quarter on the right. If the current is spread evenly over the strip, each end receives the average of its weight, which is \(1/2\).

The channel of a transistor with a thin gate oxide resembles this strip. Electrons tunnel from the channel into the gate all along its length, so conventional current enters the channel from above and must leave through the source and the drain. With no drain bias the leakage is even and the split is equal. With a positive drain bias the channel potential rises towards the drain, the voltage across the oxide falls, and the leakage density falls with it. More of the current then enters near the source, and the source takes more than half.

A transistor channel is not a uniform resistor, however, because its charge depends on the local potential. The beam rule has to be derived again for it.

Consider an n-channel transistor of width \(W\), with the source at \(y=0\) and the drain at \(y=L\). Let \(V(y)\) be the channel potential relative to the source, defined by the electron quasi-Fermi level, so that drift and diffusion are both included when its gradient drives the current. The terminal values are \(V(0)=0\) and \(V(L)=V_D\ge 0\). Let \(Q(V)>0\) be the magnitude of the mobile charge per area at fixed gate voltage, and \(\mu\) a constant mobility. Write \(I(y)\) for the conventional current flowing through the channel towards the source. Conventional current runs from high to low potential, so \(I\) is positive where \(V\) rises with \(y\):
\[
I=W\mu Q(V)\frac{dV}{dy}. \tag{1}
\]
This is the gradual-channel description, in which the charge at each point is set by the local potential.

Let \(J(y)>0\) be the density of conventional current from the gate into the channel. In steady state, and without recombination or current to the substrate, the slice between \(y\) and \(y+dy\) receives \(I(y+dy)\) from the drain side and \(WJ\,dy\) from the gate, and passes \(I(y)\) on towards the source. Hence \(I(y)=I(y+dy)+WJ\,dy\), or
\[
\frac{dI}{dy}=-WJ. \tag{2}
\]
The current leaving through the source is \(I_S=I(0)\), and the current entering through the drain is \(I_D=I(L)\). Integrating (2) over the channel gives \(I_S-I_D=W\int_0^L J\,dy\), the whole gate current.

Now integrate (1) over the length. On the right, \((dV/dy)\,dy=dV\), so
\[
\int_0^L I\,dy=W\mu\int_0^{V_D}Q(V)\,dV . \tag{3}
\]
The right side depends on the terminal voltages and not on the path that \(V(y)\) takes between them. Without leakage \(I\) has one value \(I_{\rm ch}\) everywhere, and the left side is \(LI_{\rm ch}\). With leakage at the same terminal voltages the right side is unchanged, so the average of \(I(y)\) over the channel is still \(I_{\rm ch}\).

Equation (2), integrated from the source, gives
\[
I(y)=I_S-W\int_0^yJ(y')\,dy' .
\]
Average this over the channel. In the resulting double integral \(y'\) runs from \(0\) to \(y\) while \(y\) runs from \(0\) to \(L\). Taken in the other order, \(y\) runs from \(y'\) to \(L\) for each \(y'\), which contributes a factor \(L-y'\):
\[
\frac1L\int_0^L dy\int_0^y J(y')\,dy'
=\frac1L\int_0^L (L-y')J(y')\,dy' .
\]
The average of \(I\) is \(I_{\rm ch}\), so
\[
I_S=I_{\rm ch}+W\int_0^L\left(1-\frac yL\right)J\,dy . \tag{4}
\]
Subtracting the whole gate current from \(I_S\) gives the drain current,
\[
I_D=I_{\rm ch}-W\int_0^L\frac yL\,J\,dy . \tag{5}
\]
The two integrals are the source part \(I_{gs}\) and the drain part \(I_{gd}\) of the gate current. Leakage raises the current out of the source by \(I_{gs}\) and lowers the current into the drain by \(I_{gd}\).

The weights are those of the uniform strip, although the channel conductance may vary strongly along \(y\). The reason is visible if one defines \(F(V)=\int_0^VQ\,dV'\). Equation (1) then reads \(I=W\mu\,dF/dy\), so \(F\) obeys the law that the ordinary potential obeys in a uniform resistor. The injected current changes the potential and with it the channel charge, and this response restores weights that depend on length alone.

The partition defined here is a change of terminal currents at fixed terminal voltages. It does not say where a particular electron came from. Suppose \(I_D\) stays positive. Then there is a net flow of electrons out of the channel at the drain, and the source supplies, in net terms, all the electrons that go to the gate. The drain current has nevertheless fallen by \(I_{gd}\), because some electrons that would have reached the drain no longer do.

In (4) and (5) \(J(y)\) is the leakage density that is actually present, including any change that the leakage itself makes in \(V(y)\). Within (1) and (2) the formulas hold for strong leakage too. If the leakage is weak, its effect on \(V\) is of first order in \(J\), and the resulting change of the two integrals is of second order. The potential of the leak-free channel may then be used to evaluate them.

Mobility that falls with the field needs a separate argument. A common form for \(dV/dy\ge0\) is
\[
I=\frac{W\mu Q\,dV/dy}{1+(dV/dy)/E_c},
\]
where \(\mu E_c\) is the saturation velocity. Multiplying by the denominator and integrating over the channel gives
\[
\int_0^L I\left(1+\frac1{E_c}\frac{dV}{dy}\right)dy
=W\mu\int_0^{V_D}Q\,dV .
\]
Define \(a(y)=y+V(y)/E_c\) and \(A=a(L)=L+V_D/E_c\). The bracket is \(da/dy\), and without leakage the left side is \(AI_{\rm ch}\). With leakage, insert \(I=I_S-W\int_0^yJ\,dy'\) and exchange the order of integration as before. For each \(y'\), the integral of \(da/dy\) from \(y'\) to \(L\) is \(A-a(y')\), so
\[
AI_S-W\int_0^L[A-a(y)]J\,dy=AI_{\rm ch}.
\]
Dividing by \(A\) shows that the source weight is now
\[
\frac{A-a(y)}A=
\frac{(L-y)+[V_D-V(y)]/E_c}{L+V_D/E_c}. \tag{6}
\]
If the potential is linear, \(V_D-V=V_D(L-y)/L\). The numerator is then \((L-y)[1+V_D/(E_cL)]\), the denominator is \(L[1+V_D/(E_cL)]\), and the weight is again \(1-y/L\). For a curved potential it is not.

The equal split at zero drain bias can be shown for leakage of any strength, provided that (1) and (2) hold and that \(J\), like \(Q\), depends on position through \(V\) alone. Multiply (2) by \(I\), and replace \(I\) on the right by (1):
\[
I\frac{dI}{dy}=-W^2\mu J(V)Q(V)\frac{dV}{dy}.
\]
Both sides are derivatives with respect to \(y\). Integrating from source to drain gives
\[
I_S^2-I_D^2=2W^2\mu\int_0^{V_D}J(V)Q(V)\,dV .
\]
At \(V_D=0\) the right side vanishes, so \(I_D=I_S\) or \(I_D=-I_S\). The first would mean no gate current, since \(I_S-I_D\) is the whole gate current. Hence \(I_D=-I_S\), and each terminal carries away half. The leakage may bend the potential upwards in the middle of the channel without disturbing this balance.

A numerical solution of (1) and (2) was used to test this. The charge was \(Q=C(0.9\,{\rm V}-V)\), with \(C\) the oxide capacitance per area, and the leakage was made strong, with \(L^2J/(\mu C)=0.05\,{\rm V}^2\) at the source and a decay rate of \(2.5\,{\rm V}^{-1}\). The potential rose by 6.87 mV inside the channel, and the drain fraction was 0.500000.

For a positive drain bias, take the local law and the potential to be
\[
J=J_0e^{-BV},\qquad V(y)=V_D\frac yL . \tag{7}
\]
Here \(J_0\) is the leakage density at the source and \(B\) is a decay rate per volt. By (1), a leak-free channel of constant mobility has a linear potential when \(Q\) is uniform. In a transistor this requires \(V_D\) to be small compared with the gate overdrive, so (7) does not describe saturation. It also requires leakage too weak to bend the potential appreciably.

Let \(x=y/L\), \(u=BV_D\) and \(I_0=WLJ_0\). The current \(I_0\) is the leakage that would flow if the whole channel leaked as its source end does. Then \(J=J_0e^{-ux}\), and \(dy=L\,dx\) turns (4) and (5) into
\[
\frac{I_{gs}}{I_0}=\int_0^1(1-x)e^{-ux}dx,\qquad
\frac{I_{gd}}{I_0}=\int_0^1xe^{-ux}dx .
\]
The total needs the elementary integral
\[
\int_0^1e^{-ux}dx=\frac{1-e^{-u}}u .
\]
For the drain part, integrate by parts, differentiating \(x\) and integrating the exponential to \(-e^{-ux}/u\):
\[
\int_0^1xe^{-ux}dx
=-\frac{e^{-u}}u+\frac1u\int_0^1e^{-ux}dx
=-\frac{e^{-u}}u+\frac{1-e^{-u}}{u^2}.
\]
Over the common denominator \(u^2\) this is
\[
I_{gd}=I_0\,\frac{1-(1+u)e^{-u}}{u^2}. \tag{8}
\]
The source part is the total less the drain part. Its numerator over \(u^2\) is \(u-ue^{-u}-1+(1+u)e^{-u}\), in which the terms \(\mp ue^{-u}\) cancel:
\[
I_{gs}=I_0\,\frac{u-1+e^{-u}}{u^2}. \tag{9}
\]

## The drain fraction and a transistor with a thin oxide

The symbols carried over are these. The channel has width \(W\) and length \(L\), and its potential \(V\) rises from zero at the source to \(V_D\) at the drain. The mobile charge per area is \(Q\), the mobility \(\mu\), and the field of velocity saturation \(E_c\). The leakage density is \(J=J_0e^{-BV}\), with \(u=BV_D\) and \(I_0=WLJ_0\). The source and drain weights are \(1-y/L\) and \(y/L\), and for a linear potential they give
\[
\frac{I_{gs}}{I_0}=\frac{u-1+e^{-u}}{u^2},\qquad
\frac{I_{gd}}{I_0}=\frac{1-(1+u)e^{-u}}{u^2}.
\]

The sum is \(I_0(1-e^{-u})/u\). Dividing the drain part by it gives the drain fraction,
\[
f_D=\frac{1-e^{-u}-ue^{-u}}{u(1-e^{-u})}
=\frac1u-\frac{e^{-u}}{1-e^{-u}}
=\frac1u-\frac1{e^u-1}. \tag{10}
\]
Both terms diverge at \(u=0\), but their difference is finite. To find it, use \(e^{-u}=1-u+u^2/2-u^3/6+\dots\) in the two currents. In the source part the constant and linear terms cancel. In the drain part \((1+u)e^{-u}=1-u^2/2+u^3/3-\dots\). Therefore
\[
\frac{I_{gs}}{I_0}=\frac12-\frac u6+\dots,\qquad
\frac{I_{gd}}{I_0}=\frac12-\frac u3+\dots .
\]
At zero drain bias each terminal takes half of \(I_0\). A small bias lowers both parts, the drain part twice as fast, because the leakage is reduced most where the drain weight is largest.

The fraction is the mean of \(x=y/L\) weighted by the leakage, \(f_D=\int xe^{-ux}dx/\int e^{-ux}dx\). Differentiating the quotient with respect to \(u\) brings down a factor \(-x\) in each integral, so
\[
\frac{df_D}{du}=-\langle x^2\rangle+\langle x\rangle^2 .
\]
This is minus the variance of \(x\), and the fraction falls steadily as \(u\) grows. At \(u=0\) the weighting is uniform and the variance is \(1/3-1/4=1/12\). Reversing the bias exchanges the two ends. Indeed
\[
f_D(-u)=-\frac1u+\frac{e^u}{e^u-1}
=1-\frac1u+\frac1{e^u-1}=1-f_D(u),
\]
so \(f_D-1/2\) is odd in \(u\) and has no quadratic term. Hence
\[
f_D=\frac12-\frac u{12}+O(u^3). \tag{11}
\]

For large \(u\) the exponentials vanish and \(f_D\to1/u\). The leakage then enters within a distance of order \(L/u\) from the source. At \(u=10\) the source and drain parts are \(0.0900I_0\) and \(0.0100I_0\), and the fraction is 0.1000. This limit belongs to the exponential law on a linear potential. Whether a transistor can approach it depends on the size of \(B\), which the tunnelling barrier and the channel charge determine.

Let the oxide have thickness \(t\) and dielectric constant \(\varepsilon\). In Gaussian units its capacitance per area is \(C=\varepsilon/(4\pi t)\); in SI units it is \(\varepsilon\varepsilon_0/t\). Above threshold take \(Q=C(V_{\rm ov}-V)\), with \(V_{\rm ov}\) the gate voltage \(V_G\) less the threshold voltage \(V_T\). The oxide field ends on the mobile charge and on the depletion charge. If the latter is held fixed and written as \(CV_{\rm dep}\), the voltage across the oxide is
\[
V_{\rm ox}=V_{\rm ov}+V_{\rm dep}-V .
\]

Let \(\phi\) be the barrier energy on the channel side, \(m\) the electron mass in the oxide, and \(e>0\) the elementary charge. At depth \(z\) the barrier is \(\phi-eV_{\rm ox}z/t\), and the semiclassical transmission is \(e^{-S}\) with
\[
S=\frac2\hbar\int_0^t\sqrt{2m\left(\phi-\frac{eV_{\rm ox}z}t\right)}\,dz .
\]
This form requires \(eV_{\rm ox}<\phi\), so that the electron is under the barrier throughout the oxide. Take \(s=\phi-eV_{\rm ox}z/t\) as the variable. Then \(dz=-t\,ds/(eV_{\rm ox})\), and the minus sign reverses the limits. Since \(\int\sqrt s\,ds=\tfrac23s^{3/2}\),
\[
S=\frac{4t\sqrt{2m}}{3\hbar eV_{\rm ox}}
\left[\phi^{3/2}-(\phi-eV_{\rm ox})^{3/2}\right]. \tag{12}
\]

Let the mobile electrons strike the barrier at a constant rate \(\nu\), so that \(J=Q\nu e^{-S}\). The derivative of (12) has one term from \(1/V_{\rm ox}\) and one from the bracket, which contributes \(\tfrac32e\sqrt{\phi-eV_{\rm ox}}\):
\[
\frac{dS}{dV_{\rm ox}}=\frac{-S+S_x}{V_{\rm ox}},\qquad
S_x=\frac{2t}{\hbar}\sqrt{2m(\phi-eV_{\rm ox})}.
\]
Here \(S_x\) is the exponent that the barrier would have if its height on the gate side extended through the oxide. It is smaller than \(S\). Because \(V_{\rm ox}\) falls as \(V\) rises, \(dS/dV=-dS/dV_{\rm ox}\). At the source, therefore,
\[
B=-\left.\frac{d\ln J}{dV}\right|_{V=0}
=\frac1{V_{\rm ov}}+\frac{S-S_x}{V_{\rm ox}}. \tag{13}
\]
The first term is the loss of mobile charge and the second is the rise of the barrier height inside the oxide as the oxide voltage falls; the barrier thickness stays \(t\). Because the rate \(\nu\) is taken as constant, it sets the size of the leakage but cancels from \(B\) and from the split. A rate that fell towards the drain would add its own logarithmic slope to \(B\). The exponential law is the tangent to \(\ln J\) at the source.

For an example take rough typical parameters of a silicon transistor with silicon dioxide and an n-type polysilicon gate: \(t=1.5\) nm, \(\varepsilon=3.9\), \(\phi=3.1\) eV, an oxide mass of 0.4 electron masses, \(\nu=10^{13}\,{\rm s}^{-1}\), \(\mu=200\) cm²/Vs and a temperature of 300 K. Let \(L=W=1\) µm, \(V_G=1.2\) V, \(V_T=0.3\) V, \(V_{\rm dep}=0.3\) V and \(V_D=0.3\) V. Then \(V_{\rm ov}=0.9\) V, the oxide voltage at the source is 1.20 V, and the field there is 8.00 MV/cm.

Equation (12) gives \(S=15.332\). The charge part of \(B\) is \(1/0.9=1.111\,{\rm V}^{-1}\) and the barrier part is \(1.611\,{\rm V}^{-1}\), so
\[
B=2.722\ {\rm V}^{-1},\qquad u=2.722\times0.3=0.817 .
\]
With \(C=2.302\) µF/cm² the source charge is \(2.07\) µC/cm², and multiplication by \(\nu e^{-S}\) gives \(J_0=4.55\) A/cm². The gate area is \(10^{-8}\) cm², so \(I_0=45.5\) nA. Using \(e^{-0.8167}=0.4419\) and \(u^2=0.6670\),
\[
I_{gs}=45.46\,\frac{0.8167-1+0.4419}{0.6670}\ {\rm nA}=17.6\ {\rm nA},
\]
\[
I_{gd}=45.46\,\frac{1-1.8167\times0.4419}{0.6670}\ {\rm nA}=13.4\ {\rm nA}.
\]
The drain fraction is 0.433. The linear estimate (11) gives \(0.5-0.0681=0.432\). The channel current without leakage, with velocity saturation at \(10^7\) cm/s included, is 97.7 µA, so the total leakage of 31.1 nA is about 0.03% of it. In this device \(u=3\) would need \(V_D=1.1\) V, which exceeds the overdrive, so the limit of large \(u\) lies outside the range of the model.

A channel solution with the full law \(J=Q\nu e^{-S}\), the falling charge, velocity saturation at \(10^7\) cm/s and the effect of leakage on the potential gives 18.0 nA and 13.5 nA, and a fraction of 0.428. The total is 1.5% above the closed form. At drain biases of 0.1, 0.2 and 0.3 V the closed fraction exceeds the full one by 0.00059, 0.00225 and 0.00469, roughly in proportion to \(V_D^2\). That is the expected order: the slope of \(\ln J\) at the source fixes the term linear in \(V_D\), and its curvature enters one order later. Velocity saturation changes the weights in that same order, because by (6) the change is proportional to the departure of \(V(y)\) from a straight line, which is itself of second order in \(V_D\).

The effects can also be taken singly, starting from 0.4327. The full tunnelling law on a linear potential gives 0.4283. The charge part of the local decay rate grows from 1.11 to \(1/0.6=1.67\,{\rm V}^{-1}\) along the channel, which concentrates the leakage nearer the source. The exponential law on the curved potential of the leak-free channel, taken here without velocity saturation, gives 0.4339. The depletion charge in fact grows with \(V\), so the mobile charge falls faster than assumed. For a surface band bending of 0.95 V at the source, and depletion charge proportional to the square root of the bending, the charge part of \(B\) is multiplied by \(1+0.3/(2\times0.95)=1.158\), and the fraction becomes 0.4285. Raising the channel level by 0.2 eV, a rough allowance for quantum confinement, gives 0.4308 if the level is the same all along the channel. In a triangular well, however, the level and the rate \(\nu\) both vary as the 2/3 power of the surface field, which falls towards the drain. With the field set by the depletion charge and half the mobile charge, and with \(V_{\rm ox}\) and \(Q\) still taken to fall one-for-one with \(V\), \(B\) rises to about \(3.5\,{\rm V}^{-1}\) and the fraction falls to about 0.413. This overstates the effect. As the field falls, the electron Fermi level also moves closer to the band edge at the surface, so the band bending rises more slowly than \(V\). With the silicon subbands of a triangular well filled to hold the charge \(Q\), the oxide voltage falls only about 0.83 times as fast as \(V\) rises, \(B\) is about \(3.0\,{\rm V}^{-1}\), and the fraction is about 0.426. This is still the largest of the corrections in this paragraph, and its size depends on how confinement is treated.

Two neglected effects are very small here. Tunnelling back from the gate is suppressed at the drain end by a Boltzmann factor of \(7.6\times10^{-16}\), which the degeneracy of the channel electrons changes only by a factor of a few. The potential rise due to leakage follows from \(\mu Q\,d^2V/dy^2=-J\). With \(J\) and \(Q\) held at their source values and both ends fixed, the solution is a parabola of height \(J_0L^2/(8\mu Q)\), which is 14 µV. It grows as \(L^2\), and with all else fixed it would reach 10 mV at a length of about 27 µm.

A transistor with such an oxide may have a gate much shorter than 1 µm, and the gate may also overlap the source and drain. The overlap current goes directly to the adjacent terminal. For 20 nm at each end, with the full gate-to-terminal voltage across the oxide and a mobile charge per area equal to \(C\) times that voltage, the model gives 1.21 nA at the source and 0.57 nA at the drain, and the fraction falls from 0.4327 to 0.4265. If the length is reduced to 100 nm with everything else fixed, the channel parts shrink tenfold and the overlap parts do not; with the closed-form channel parts the fraction is then \((1.34+0.57)/(3.11+1.78)=0.39\). Velocity saturation matters more at this length, because \(V_D/(E_cL)\) rises from 0.06 to 0.6, and a channel solution that includes it gives about 0.38. The leakage density of a few A/cm² is of the rough size known for 1.5 nm silicon dioxide near 1 V, but it depends exponentially on thickness and barrier and linearly on the assumed \(\nu\), so this agreement is no test of the model. A triangular well at the surface field of this device, 1.7 MV/cm, has a bounce rate near \(5\times10^{13}\,{\rm s}^{-1}\) and a lowest level near 0.25 eV, and with these the same exponent gives a density more than ten times larger. The field of 8 MV/cm is high for continuous operation. Depletion of the polysilicon gate, left out here, would take up part of the oxide voltage. Traps and the wear of the oxide are also left out. Leakage through a localized defect would not follow the smooth exponential law, but the weights \(1-y/L\) and \(y/L\) would still apply to it under the assumptions used to derive them. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Oxide thickness: 1.5 nm; permittivity 3.9
Barrier: 3.1 eV; oxide mass 0.4 m_e
Channel length, width: 1.0, 1.0 um
VG, VT, VD: 1.2, 0.3, 0.3 V
Overdrive, depletion drop: 0.9, 0.3 V
Mobility: 200 cm2/Vs; temperature 300 K
Saturation velocity: 1.0e+07 cm/s
Attempt rate: 1.0e+13 1/s
Oxide capacitance: 2.302 uF/cm2
Source oxide drop: 1.20 V
Source oxide field: 8.00 MV/cm
WKB exponent at source: 15.332 (dimensionless)
Charge part of B: 1.111 1/V
Barrier part of B: 1.611 1/V
Decay rate B: 2.722 1/V; u = 0.8167
Source leakage density J0: 4.546 A/cm2
I0 = W L J0: 45.464 nA
Closed form Igs: 17.626 nA
Closed form Igd: 13.443 nA
Closed form total: 31.070 nA
Closed form drain fraction: 0.4327
Channel current without leakage: 97.73 uA
Full solution Igs: 18.043 nA
Full solution Igd: 13.501 nA
Full solution drain fraction: 0.4280
Total, full/closed: 1.0153
Drain fraction, full law on linear V: 0.4283
Drain fraction, exponential on gradual V: 0.4339
Bulk-charge factor: 1.158; fraction 0.4285
Surface bending used for that factor: 0.95 V
Level raised 0.2 eV: drain fraction 0.4308
Overlap length at each end: 20 nm
Overlap source, drain: 1.212, 0.567 nA
Drain fraction with overlaps: 0.4265
Reverse tunnelling factor at drain: 7.6e-16
Leakage-induced potential rise: 13.71 uV
Velocity-saturation ratio VD/(Ec L): 0.060
Strong-leakage test at VD=0: rise 6.87 mV
Its drain fraction: 0.500000
VD=0.1 V: drain fraction closed 0.4773, full 0.4768
VD=0.2 V: drain fraction closed 0.4549, full 0.4526
VD=0.3 V: drain fraction closed 0.4327, full 0.4280
u=0.1: Igs/I0=0.4837, Igd/I0=0.4679, fD=0.4917
u=1.0: Igs/I0=0.3679, Igd/I0=0.2642, fD=0.4180
u=3.0: Igs/I0=0.2278, Igd/I0=0.0890, fD=0.2809
u=10.0: Igs/I0=0.0900, Igd/I0=0.0100, fD=0.1000
```
